# Leakage through one oxide trap: best position and tunnelling exponent, part 1

(Sections cited here and not found follow in the second part.)

A charge-trap memory cell keeps its information as electrons held in a storage layer. A thin tunnel oxide separates this layer from the silicon channel. An electron can be lost by tunnelling through the whole oxide in one step. If the oxide contains a defect with a level at a suitable energy, the electron can also leave in two steps, first to the defect and then to the channel. This problem asks where such a trap does most harm, and how strongly its leakage depends on the oxide thickness.

The coordinate $z$ runs from the storage side, $z=0$, to the receiving side, $z=d$. In between, the potential energy lies a constant height $\varphi$ above the energy of the stored electron. One trap sits at $z=x$, directly in the electron's path, and its level has the same energy as the stored electron. The trap holds at most one electron. The storage side is kept full at this energy and the receiving side is kept empty.

## First half: the rate through the trap

### (a) The rates of the single hops

**Question.** How does an electron's wave function fall off inside the barrier? Use the answer to write the rate $a$ of the hop from storage to trap, the rate $b$ of the hop from trap to receiver, and the rate $k_{\rm dir}$ of direct tunnelling.

**Solution.** Measure energies from that of the electron. Inside the barrier the Schrödinger equation for an electron of effective mass $m$ is

$$-\frac{\hbar^2}{2m}\,\psi''+\varphi\,\psi=0 .$$

Multiplying by $-2m/\hbar^2$ and moving the second term to the right gives

$$\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\varphi}}{\hbar}.$$

The general solution is $\psi=Ae^{-\kappa z}+Be^{\kappa z}$. Let the electron start at $z=0$ and let the barrier end at a distance $L$. At $z=L$ the wave must join smoothly to a wave on the far side. This fixes the ratio of the two terms there, and for ordinary matching conditions that ratio is of order one. Both terms are then of order $Ae^{-\kappa L}$ at the far side, while near the start the growing term is smaller than the decaying one by a factor of order $e^{-2\kappa L}$. The amplitude that arrives is therefore proportional to $e^{-\kappa L}$.

The particle flux is quadratic in the amplitude, so the rate of a hop of length $L$ is proportional to $e^{-2\kappa L}$. The reverse hop, from a filled state into an empty trap, has the same exponential: in lowest order both rates contain the squared modulus of the same coupling between the two states.

Everything else in a hop rate is collected in a prefactor $\nu$. It contains the attempt frequency, the matching at the interfaces and any response of the lattice. The model assumes one common value of $\nu$ for all three processes, independent of position. The first hop has length $x$, the second has length $d-x$, and the direct process has length $d$:

$$a=\nu e^{-2\kappa x},\qquad b=\nu e^{-2\kappa(d-x)},\qquad k_{\rm dir}=\nu e^{-2\kappa d}.$$

These forms need hops that are long compared with $1/\kappa$. A trap closer than that to an interface mixes strongly with the states there, and a separate hop is no longer well defined.

### (b) The rate of the two hops together

**Question.** Let $f$ be the probability that the trap is filled. Find its steady value and the number $k$ of electrons that pass through the trap per unit time.

**Solution.** An electron can enter when the trap is empty, which has probability $1-f$. It can leave to the receiver when the trap is filled. It cannot return, because the storage states at its energy are full, and no electron enters from the receiver, because the states there are empty. Hence

$$\frac{df}{dt}=a(1-f)-bf .$$

In the steady state the left side is zero, so $a=(a+b)f$ and

$$f=\frac{a}{a+b},\qquad k=bf=\frac{ab}{a+b}.$$

Taking the reciprocal gives

$$\frac1k=\frac{a+b}{ab}=\frac1a+\frac1b .$$

This has a direct meaning. A process with constant rate $a$ has not yet happened after a time $t$ with probability $e^{-at}$. The mean waiting time is the integral of this probability,

$$\int_0^\infty e^{-at}\,dt=\frac1a .$$

An electron waits on average $1/a$ to enter the trap and then $1/b$ to leave it. The two waiting times add, and one electron is transferred per total waiting time.

If one hop is much slower than the other, its waiting time dominates. For $a\gg b$ the trap is almost permanently filled and $k\approx b$. For $a\ll b$ it is almost permanently empty and $k\approx a$. In both cases the slow hop sets the leakage.

### (c) The most harmful position

**Question.** For fixed $d$, $\kappa$ and $\nu$, which trap position gives the largest $k$? What is that largest rate, and how wide is the range of positions in which $k$ exceeds half of it?

**Solution.** Insert the hop rates into the sum of waiting times:

$$\frac1k=\frac1\nu\left[e^{2\kappa x}+e^{2\kappa(d-x)}\right].$$

Measure the position from the middle by setting $x=d/2+u$. Then $2\kappa x=\kappa d+2\kappa u$ and $2\kappa(d-x)=\kappa d-2\kappa u$. The common factor $e^{\kappa d}$ comes out:

$$\frac1k=\frac{e^{\kappa d}}{\nu}\left[e^{2\kappa u}+e^{-2\kappa u}\right]
=\frac{2e^{\kappa d}}{\nu}\cosh(2\kappa u).$$

The rate is largest where this time is smallest. Its first two derivatives are

$$\frac{d}{du}\frac1k=\frac{4\kappa e^{\kappa d}}{\nu}\sinh(2\kappa u),\qquad
\frac{d^2}{du^2}\frac1k=\frac{8\kappa^2e^{\kappa d}}{\nu}\cosh(2\kappa u).$$

The hyperbolic sine increases steadily and has a single zero, at $u=0$. The second derivative is positive at every position. The waiting time thus has one minimum, at $u=0$, and the rate has one maximum:

$$x_{\rm best}=\frac d2,\qquad k_{\max}=\frac{\nu}{2}\,e^{-\kappa d}.$$

The reason can be seen without derivatives. The product of the hop rates,

$$ab=\nu^2e^{-2\kappa x-2\kappa(d-x)}=\nu^2e^{-2\kappa d},$$

does not depend on the trap position. Moving the trap speeds up one hop and slows the other by the same factor. Two positive waiting times with a fixed product have the smallest sum when they are equal. The equality $a=b$ requires $x=d-x$, which is the middle. There the trap is filled half of the time.

For the width, write the rate as

$$k(x)=\frac{k_{\max}}{\cosh[2\kappa(x-d/2)]}.$$

It has fallen to half when $\cosh(2\kappa u)=2$, that is, at $u=\pm\operatorname{arcosh}(2)/(2\kappa)$. The full width between these two positions is

$$w=\frac{\operatorname{arcosh}2}{\kappa}.$$

This width does not depend on $d$, provided that the oxide is thicker than $w$. A thicker oxide therefore does not make the choice of position less critical in absolute distance.

### (d) Comparison with direct tunnelling

**Question.** Compare $k_{\max}$ with $k_{\rm dir}$. In what sense is the exponent changed, and what happens when the trap is moved away from the middle?

**Solution.** The two rates are

$$k_{\max}=\frac\nu2e^{-\kappa d},\qquad k_{\rm dir}=\nu e^{-2\kappa d},\qquad
\frac{k_{\max}}{k_{\rm dir}}=\frac12e^{\kappa d}.$$

The exponent $2\kappa d$ of direct tunnelling has become $\kappa d$, half as large. The factor $1/2$ in front comes from two equal waiting times and belongs to the prefactor. Because of it, the logarithm of the whole rate is not quite halved:

$$\frac{\ln(\nu/k_{\max})}{\ln(\nu/k_{\rm dir})}
=\frac{\kappa d+\ln2}{2\kappa d}
=\frac12+\frac{\ln2}{2\kappa d}.$$

The last term vanishes as the barrier becomes thick. The halving is a statement about the dependence on thickness: at fixed $\kappa$ and $\nu$, with the trap kept in the middle, $-\ln k_{\max}$ grows by $\kappa$ per unit thickness, while $-\ln k_{\rm dir}$ grows by $2\kappa$.

In direct tunnelling the small factor $e^{-\kappa d}$ for one half of the oxide is multiplied by the same factor for the other half. With a trap in the middle, the electron can stay there after the first hop. The second hop can then be attempted for as long as necessary, without repeating the first. Two long times are added, instead of two small probabilities being multiplied.

Away from the middle, by more than about $1/\kappa$, the longer hop dominates. Then

$$k(x)\approx \nu\exp\!\left[-2\kappa\max(x,\,d-x)\right].$$

A trap at one quarter of the thickness leaves a hop of length $3d/4$, so its exponent is $3\kappa d/2$. Continued formally to an interface, where $u=\pm d/2$, the full expression gives

$$k=\frac{\nu e^{-\kappa d}}{e^{\kappa d}+e^{-\kappa d}}
=\frac{k_{\rm dir}}{1+e^{-2\kappa d}}.$$

This is nearly the direct rate, as it should be: one hop has become very short and the other spans the oxide. The hop picture itself fails so close to the interface, so this limit shows consistency and does not describe an interface trap.

Direct tunnelling also remains possible when the trap is present. In this rate model it adds the constant $k_{\rm dir}$ to the leakage. A constant does not move the maximum, and for $\kappa d\gg1$ it is negligible beside $k_{\max}$.

### (e) A comparison with the Schrödinger equation

**Question.** The balance in (b) treats the hops as separate random events. Does a fully coherent wave calculation give the same rate?

**Solution.** Take a one-dimensional barrier between two identical leads and use units with $\hbar=m=1$. Let the barrier height be $V=1$ and the electron energy $E=0.4$, both measured from the potential in the leads. The wave number in the leads is $k_0=\sqrt{2E}$, and in the barrier $\kappa=\sqrt{2(V-E)}=1.0954$. Represent the trap by an attractive well $-\lambda\,\delta(z-x)$.

In an infinitely wide barrier the bound state is $\psi=\sqrt\kappa\,e^{-\kappa|z-x|}$, which is normalized because $\int\kappa e^{-2\kappa|s|}ds=1$. Integrating the Schrödinger equation across the well gives $-\tfrac12[\psi'(x^+)-\psi'(x^-)]=\lambda\psi(x)$. The slope jumps by $-2\kappa\psi(x)$, so $\lambda=\kappa$ places the level at $E$.

Now let the barrier end at a distance $L$ from the trap. With $s$ the distance from the trap, the wave is $\sqrt\kappa(e^{-\kappa s}+re^{\kappa s})$ inside and $t\,e^{ik_0(s-L)}$ outside. Continuity of value and slope at $s=L$ requires

$$\sqrt\kappa\,(e^{-\kappa L}+re^{\kappa L})=t,\qquad
\kappa\sqrt\kappa\,(-e^{-\kappa L}+re^{\kappa L})=ik_0t .$$

Multiply the first equation by $\kappa$ and subtract the second. The terms with $r$ cancel, leaving $2\kappa\sqrt\kappa\,e^{-\kappa L}=(\kappa-ik_0)t$. The outgoing flux is velocity times density, $k_0|t|^2$, so the hop rate is

$$k_0|t|^2=\nu_w e^{-2\kappa L},\qquad \nu_w=\frac{4k_0\kappa^3}{\kappa^2+k_0^2}.$$

Identical leads give both hops the same prefactor $\nu_w$.

For the coherent current, let the left lead have length $\ell$, with one electron in each right-moving state and spin left out. The wave numbers are spaced by $2\pi/\ell$, and each state carries a flux $k/\ell$ towards the barrier. With transmission probability $T$, the sum over states becomes

$$I=\int\frac{dk}{2\pi}\,k\,T=\int\frac{dE}{2\pi}\,T(E),$$

because $dE=k\,dk$. The quantity $I$ can be compared with $ab/(a+b)$ without any adjustable number.

The transmission was computed by matching the wave through the barrier and the well, and was integrated over energies within 0.05 of the resonance. For a barrier of thickness 12 and thirteen trap positions from 4.5 to 7.5, the largest difference between $I$ and $ab/(a+b)$ is $4.8\times10^{-4}$ of the latter. Among these positions the largest current occurs at 6.00, the middle. Between thicknesses 10 and 12, with the trap in the middle, $-\ln I$ grows by $0.9998\,\kappa$ per unit thickness. Without the well, $-\ln T$ at the same energy grows by $2.0000\,\kappa$. The last digits for the trap depend on the energy window: for half-widths from 0.01 to 0.2 the largest difference stays within about $4\times10^{-3}$ and the slope lies between $0.9989\,\kappa$ and $1.0003\,\kappa$.

The halved exponent thus does not require the electron to lose its phase memory in the trap. The agreement with $ab/(a+b)$, and with it the best position in the middle, does rely on electrons being supplied over an energy range much wider than the resonance, as they are in this integral. A single sharp storage level coupled coherently to the trap behaves differently. With the trap in the middle, the electron oscillates between the two sites and escapes at about $b/2$, so the exponent is again $\kappa d$. The best position, however, is where the coupling, proportional to $e^{-\kappa x}$, is comparable with $b$. This lies near $x=2d/3$, where the exponent is about $2\kappa d/3$. For a lone electron the hop rate $a$ therefore presupposes that the levels are broadened, for example by the lattice.

## Second half: numbers and conditions

The oxide has thickness $d$ and barrier height $\varphi$, the trap lies at depth $x$ from the storage side, and $\kappa=\sqrt{2m\varphi}/\hbar$. The hop rates are $a=\nu e^{-2\kappa x}$ into the trap and $b=\nu e^{-2\kappa(d-x)}$ out of it. Without return hops, $1/k=1/a+1/b$. The rate is largest for $x=d/2$, where $k_{\max}=(\nu/2)e^{-\kappa d}$, and its full width at half maximum is $w=\operatorname{arcosh}(2)/\kappa$. Direct tunnelling has the rate $k_{\rm dir}=\nu e^{-2\kappa d}$.

### (f) A tunnel oxide of 5 nm

**Question.** Evaluate the rates for $d=5.0$ nm, $\varphi=2.5$ eV, $m=0.5\,m_e$ and $\nu=10^{13}\ {\rm s^{-1}}$, where $m_e$ is the free-electron mass. These are round values of roughly the size met in the tunnel oxide of a charge-trap flash cell.

**Solution.** The decay constant is

$$\kappa=\frac{\sqrt{2(0.5\,m_e)(2.5\ {\rm eV})}}{\hbar}=5.728\ {\rm nm^{-1}}.$$

The direct exponent is $2\kappa d=2\times5.728\times5.0=57.28$, and the two-step exponent is $\kappa d=28.64$. The rates follow:

$$k_{\rm dir}=10^{13}e^{-57.28}\ {\rm s^{-1}}=1.3\times10^{-12}\ {\rm s^{-1}},$$

$$k_{\max}=\tfrac12\,10^{13}e^{-28.64}\ {\rm s^{-1}}=1.8\ {\rm s^{-1}}.$$

The mean direct time is $7.5\times10^{11}$ s, about 24,000 years. With a trap in the middle it is 0.55 s. The ratio of the rates is $1.4\times10^{12}$. The ratio of the full logarithms, $\ln(\nu/k_{\max})/\ln(\nu/k_{\rm dir})$, is 0.512, slightly above one half because of the factor $1/2$ in the prefactor.

The dependence on position is steep:

| $x$ (nm) | $a$ (1/s) | $b$ (1/s) | $k$ (1/s) |
|---|---|---|---|
| 1.5 | $3.4\times10^{5}$ | $3.9\times10^{-5}$ | $3.9\times10^{-5}$ |
| 2.0 | $1.1\times10^{3}$ | $1.2\times10^{-2}$ | $1.2\times10^{-2}$ |
| 2.5 | 3.6 | 3.6 | 1.8 |
| 3.0 | $1.2\times10^{-2}$ | $1.1\times10^{3}$ | $1.2\times10^{-2}$ |
| 3.5 | $3.9\times10^{-5}$ | $3.4\times10^{5}$ | $3.9\times10^{-5}$ |

Away from the middle, $k$ equals the slower hop rate to the digits shown. Two traps at equal distances from the middle leak equally, but their fillings differ. At 2.0 nm the trap is nearly full, while at 3.0 nm it is filled for a fraction $1.1\times10^{-5}$ of the time. The full width at half maximum is $w=0.23$ nm.

With equal prefactors and a constant barrier, a trap in the middle of the oxide leaks most, and its exponent is $\kappa d$ instead of the $2\kappa d$ of direct tunnelling; in the 5 nm example this shortens the mean time from about 24,000 years to 0.55 s. What remains is to find the thickness needed for ten years, to treat unequal prefactors, return hops and a tilted barrier, and to judge how far the numbers apply to a real cell.
